# Spin-pumping damping of a thin permalloy film on a spin sink: a numerical check

```python
"""Spin-pumping damping of a ferromagnetic film on an ideal spin sink.

Result under test: alpha = g muB g_r / (4 pi Ms d)
  g     g-factor of the film          muB  Bohr magneton
  g_r   real part of the mixing conductance per area (number of channels)
  Ms    saturation magnetization      d    film thickness
The film has an insulating back face, so each spin is fully reflected.
"""
import numpy as np
from scipy.constants import hbar, physical_constants
from scipy.integrate import quad, solve_ivp

mu_B = physical_constants["Bohr magneton"][0]
pauli_x = np.array([[0, 1], [1, 0]], complex)
pauli_y = np.array([[0, -1j], [1j, 0]], complex)
pauli_z = np.array([[1, 0], [0, -1]], complex)


def reflection(k_lead, q_film, thickness):
    """Reflection amplitude of a film ending at a hard wall."""
    slope = -q_film / np.tan(q_film * thickness)
    return (1j * k_lead - slope) / (1j * k_lead + slope)


# Exact one-channel problem with a rotating exchange field.
# Units here: hbar = electron mass = 1, Fermi wave number = 1.
fermi_energy, exchange, length = 0.5, 0.4, 2.0
cone = np.pi / 3


def rotating_frame_scattering(quasi_energy, omega):
    """Flux-normalized 2x2 scattering matrix, spin order up, down along z."""
    film = -0.5 * exchange * (np.sin(cone) * pauli_x + np.cos(cone) * pauli_z)
    film = film - 0.5 * omega * pauli_z
    levels, vectors = np.linalg.eigh(film)
    q = np.sqrt(2 * (quasi_energy - levels) + 0j)
    slope = vectors @ np.diag(-q / np.tan(q * length)) @ vectors.conj().T
    k = np.sqrt(2 * np.array([quasi_energy + omega / 2,
                              quasi_energy - omega / 2]))
    k_matrix = np.diag(k)
    amplitude = np.linalg.solve(1j * k_matrix + slope, 1j * k_matrix - slope)
    return np.diag(np.sqrt(k)) @ amplitude @ np.diag(1 / np.sqrt(k))


def exact_power(omega):
    """Sum of energy gains and losses over all occupied incoming states."""
    def flip(s, out_spin, in_spin):
        matrix = rotating_frame_scattering(s * s + omega / 2, omega)
        return 2 * s * abs(matrix[out_spin, in_spin])**2
    options = dict(epsabs=1e-11, epsrel=1e-11, limit=300)
    gain = quad(flip, 0, np.sqrt(fermi_energy), args=(0, 1), **options)[0]
    loss = quad(flip, 0, np.sqrt(fermi_energy - omega), args=(1, 0),
                **options)[0]
    return omega * (gain - loss) / (2 * np.pi)


r_up = reflection(1.0, np.sqrt(2 * (fermi_energy + exchange / 2)), length)
r_dn = reflection(1.0, np.sqrt(2 * (fermi_energy - exchange / 2)), length)
g_single = (1 - r_up * np.conj(r_dn)).real
drive_frequencies = (1e-3, 1e-4)
power_ratios = []
for omega in drive_frequencies:
    slow_formula = g_single * (omega * np.sin(cone))**2 / (4 * np.pi)
    power_ratios.append(exact_power(omega) / slow_formula)
errors = np.abs(np.array(power_ratios) - 1)
# The remaining difference is the finite-frequency correction.
assert errors[1] < 5e-3
assert errors[1] < 0.3 * errors[0]

# Spin trace for many channels, with a noncircular motion of m.
rng = np.random.default_rng(4)
channels = 4


def random_unitary():
    raw = rng.normal(size=(channels, channels))
    raw = raw + 1j * rng.normal(size=(channels, channels))
    return np.linalg.qr(raw)[0]


many_up, many_dn = random_unitary(), random_unitary()


def direction(t):
    vector = np.array([0.6 * np.cos(t), 0.3 * np.sin(t), 1.0])
    return vector / np.linalg.norm(vector)


def full_scattering(t):
    m = direction(t)
    spin = m[0] * pauli_x + m[1] * pauli_y + m[2] * pauli_z
    return (np.kron(many_up, (np.eye(2) + spin) / 2)
            + np.kron(many_dn, (np.eye(2) - spin) / 2))


time, step = 0.7, 1e-5
s_dot = (full_scattering(time + step) - full_scattering(time - step)) / (2 * step)
m_dot = (direction(time + step) - direction(time - step)) / (2 * step)
trace_value = np.trace(s_dot @ s_dot.conj().T).real
g_many = np.trace(np.eye(channels) - many_up @ many_dn.conj().T).real
assert np.isclose(trace_value, g_many * np.dot(m_dot, m_dot), rtol=1e-7)

# Worked film: assumed round inputs, SI units.
g_factor, magnetization, thickness = 2.1, 8.0e5, 5.0e-9
g_r = 2.0e19
frequency, small_cone = 1.0e10, np.deg2rad(1.0)
gamma = g_factor * mu_B / hbar
omega_film = 2 * np.pi * frequency
field = omega_film / gamma
spin_density = magnetization * thickness / (g_factor * mu_B)
alpha = g_factor * mu_B * g_r / (4 * np.pi * magnetization * thickness)
relaxation_time = (1 + alpha**2) / (alpha * omega_film)
power_density = hbar * g_r * (omega_film * np.sin(small_cone))**2 / (4 * np.pi)


def gilbert_motion(t, state):
    """Time is in units of 1/(gamma B); last entry integrates |dm/dt|^2."""
    m = state[:3]
    torque = np.cross(m, [0.0, 0.0, 1.0])
    velocity = (-torque - alpha * np.cross(m, torque)) / (1 + alpha**2)
    return np.r_[velocity, np.dot(velocity, velocity)]


start_angle, duration = np.pi / 6, 200.0
start = [np.sin(start_angle), 0.0, np.cos(start_angle), 0.0]
motion = solve_ivp(gilbert_motion, (0, duration), start, method="DOP853",
                   rtol=1e-10, atol=1e-12)
assert motion.success
end = motion.y[:, -1]
magnetic_loss = magnetization * thickness * field * (end[2] - start[2])
pumped_energy = hbar * g_r * gamma * field * end[3] / (4 * np.pi)
assert np.isclose(magnetic_loss, pumped_energy, rtol=1e-6)
end_angle = np.arctan2(np.hypot(end[0], end[1]), end[2])
log_decay = np.log(np.tan(start_angle / 2) / np.tan(end_angle / 2))
simulated_time = duration / (gamma * field) / log_decay
assert np.isclose(simulated_time, relaxation_time, rtol=1e-6)

# Free-electron interface: wave numbers in 1/nm and thickness in nm.
k_lead, k_up, k_dn = 16.0, 15.0, 9.0


def model_conductance(film_nm, points=200000):
    k_parallel_squared = (np.arange(points) + 0.5) * k_lead**2 / points
    k_normal = np.sqrt(k_lead**2 - k_parallel_squared)
    up = reflection(k_normal, np.sqrt(k_up**2 - k_parallel_squared + 0j), film_nm)
    down = reflection(k_normal, np.sqrt(k_dn**2 - k_parallel_squared + 0j), film_nm)
    return k_lead**2 / (4 * np.pi) * np.mean((1 - up * down.conj()).real)


channel_density = k_lead**2 / (4 * np.pi)
g_model_5, g_model_10 = model_conductance(5.0), model_conductance(10.0)
assert abs(g_model_5 / g_model_10 - 1) < 0.10

print("WORKED FILM")
print(f"g-factor, assumed: {g_factor:.1f}")
print(f"saturation magnetization Ms, assumed: {magnetization/1e3:.0f} kA/m")
print(f"thickness d: {thickness*1e9:.1f} nm")
print(f"mixing conductance g_r, assumed: {g_r/1e18:.1f} nm^-2")
print(f"Bohr magneton: {mu_B:.6e} J/T")
print(f"n_s = Ms d/(g muB): {spin_density/1e18:.2f} nm^-2")
print(f"spin-pumping damping alpha: {alpha:.5f}")
print(f"precession frequency, chosen: {frequency/1e9:.1f} GHz")
print(f"internal field: {field:.4f} T")
print(f"cone relaxation time: {relaxation_time*1e9:.3f} ns")
print(f"cone angle, chosen: {np.rad2deg(small_cone):.1f} degree")
print(f"pumped power density: {power_density:.4f} W/m^2")
print("ROTATING EXCHANGE FIELD, hbar = mass = k_F = 1")
print(f"Fermi energy: {fermi_energy:.2f}; exchange splitting: {exchange:.2f}")
print(f"film length: {length:.1f}; cone angle: {np.rad2deg(cone):.0f} degree")
print(f"one-channel Re g_mix: {g_single:.5f}")
for omega, ratio in zip(drive_frequencies, power_ratios):
    print(f"omega = {omega:.0e}: exact/slow-motion power = {ratio:.6f}")
print("MANY-CHANNEL TRACE")
print(f"trace / (Re g_mix |dm/dt|^2): {trace_value/(g_many*np.dot(m_dot,m_dot)):.8f}")
print("GILBERT ENERGY BALANCE")
print(f"starting cone angle: {np.rad2deg(start_angle):.1f} degree")
print(f"final cone angle: {np.rad2deg(end_angle):.2f} degree")
print(f"magnetic loss / pumped energy: {magnetic_loss/pumped_energy:.8f}")
print("FREE-ELECTRON INTERFACE MODEL")
print(f"lead, up, down wave numbers: {k_lead:.0f}, {k_up:.0f}, {k_dn:.0f} nm^-1")
print(f"channels per spin and area: {channel_density:.3f} nm^-2")
print(f"g_r for 5 nm film: {g_model_5:.3f} nm^-2")
print(f"g_r for 10 nm film: {g_model_10:.3f} nm^-2")
print("all good")
```

Output:

```
WORKED FILM
g-factor, assumed: 2.1
saturation magnetization Ms, assumed: 800 kA/m
thickness d: 5.0 nm
mixing conductance g_r, assumed: 20.0 nm^-2
Bohr magneton: 9.274010e-24 J/T
n_s = Ms d/(g muB): 205.39 nm^-2
spin-pumping damping alpha: 0.00775
precession frequency, chosen: 10.0 GHz
internal field: 0.3402 T
cone relaxation time: 2.054 ns
cone angle, chosen: 1.0 degree
pumped power density: 201.8211 W/m^2
ROTATING EXCHANGE FIELD, hbar = mass = k_F = 1
Fermi energy: 0.50; exchange splitting: 0.40
film length: 2.0; cone angle: 60 degree
one-channel Re g_mix: 1.21928
omega = 1e-03: exact/slow-motion power = 0.999390
omega = 1e-04: exact/slow-motion power = 0.999939
MANY-CHANNEL TRACE
trace / (Re g_mix |dm/dt|^2): 1.00000000
GILBERT ENERGY BALANCE
starting cone angle: 30.0 degree
final cone angle: 6.51 degree
magnetic loss / pumped energy: 1.00000000
FREE-ELECTRON INTERFACE MODEL
lead, up, down wave numbers: 16, 15, 9 nm^-1
channels per spin and area: 20.372 nm^-2
g_r for 5 nm film: 19.231 nm^-2
g_r for 10 nm film: 19.399 nm^-2
all good
```
